Hydrogen pairing on silicon (100) dimers and the order of desorption

Q: Two hydrogen atoms must meet before they can leave as H₂. On a surface with coverage θ, the chance of finding two together goes as θ². Why should desorption from silicon (100) ever be anything but second order?

A: The θ² rests on an assumption: that the atoms are placed independently. The reconstructed surface consists of dimers, pairs of silicon atoms that each offer one site for hydrogen. If atoms prefer to share a dimer, the fraction of full dimers exceeds θ² at partial coverage, and it need not follow a square law over the whole range.

Let θ be the number of hydrogen atoms per site, between 0 and 1. Let θ0, θ1 and θ2 be the fractions of dimers holding no, one and two atoms. I assume that different dimers do not interact, that no site takes a second hydrogen, and, for now, that the atoms are in equilibrium among the sites. The desorption order then follows from θ2 as a function of θ.

Q: Why would hydrogen atoms prefer to share? They are not bonded to each other.

A: They need not attract. On an empty dimer the two dangling bonds form a weak π bond, which the first hydrogen atom destroys. A second atom on the same dimer has no such bond to break. Two atoms on two dimers cost two π bonds; two atoms on one dimer cost one.

With site occupations na and nb equal to 0 or 1, and ε the strength of the π bond, the energy of a dimer is

E = −ε(1 − na)(1 − nb) = −ε + ε(na + nb) − ε na nb.

The constant −ε has no effect on the populations. The linear term adds the same energy for every atom, wherever it sits, so at given coverage it has no effect either. What remains, −ε na nb, is an effective attraction within the dimer.

Q: A dimer also has vibrations and electron spins. Is an energy enough?

A: Not in general, so let the internal weights be q0 for an empty dimer, q1 for one atom on a given site, and q2 for a full dimer. With chemical potential μ and λ = exp(μ/kT), the partition function of one dimer is

q0 + 2q1λ + q2λ².

The 2 counts the two sites available to a single atom. Divide by q0 and define z = λq1/q0. Then λ = zq0/q1, and the last term becomes (q2/q0)(zq0/q1)² = (q0q2/q1²)z². Therefore

Ξ = 1 + 2z + gz², with g = q0q2/q1².

Only the pairing factor g survives as a parameter. For the energy above, q0 = exp(ε/kT) and q1 = q2 = 1, so g = exp(ε/kT). No pairing means g = 1. Each term divided by Ξ is a population:

θ0 = 1/Ξ, θ1 = 2z/Ξ, θ2 = gz²/Ξ.

Q: You have introduced a reservoir. In a desorption experiment the surface has a certain number of atoms and no hydrogen gas to set μ.

A: Here z is a device for fixing the average coverage. Among N independent dimers the variance of the coverage falls as 1/N, so the averages at fixed z and at fixed atom number differ by a term of order 1/N. I tested this by counting arrangements at fixed atom number, for θ = 0.3 and g = 41.24: going from 200 to 400 dimers cut the difference from the formula below by a factor between 1.8 and 2.2.

Now eliminate z. From the populations,

θ0θ2/θ1² = gz²/(4z²) = g/4.

Counting atoms and dimers gives two more relations:

2θ = θ1 + 2θ2, θ0 + θ1 + θ2 = 1.

Let x = θ − θ2, the coverage carried by singly occupied dimers. Then

θ1 = 2x, θ2 = θ − x, θ0 = 1 − 2x − (θ − x) = 1 − θ − x.

Insert these in θ0θ2 = gθ1²/4:

(1 − θ − x)(θ − x) = gx².

The left side is θ(1 − θ) − x(1 − θ) − xθ + x² = θ(1 − θ) − x + x². Hence

(g − 1)x² + x − θ(1 − θ) = 0.

Q: A quadratic has two roots. Which one does the surface choose?

A: Define

S = √[1 + 4(g − 1)θ(1 − θ)].

For g ≠ 1 the roots are x = (−1 ± S)/[2(g − 1)]. Since x = θ1/2, it must lie between 0 and 1/2. For g > 1 the lower sign makes x negative. For 0 < g < 1 the lower sign gives (1 + S)/[2(1 − g)], which exceeds 1/2. The upper sign is therefore right in both cases.

To remove the apparent trouble at g = 1, multiply numerator and denominator by S + 1 and use S² − 1 = 4(g − 1)θ(1 − θ):

x = (S² − 1)/[2(g − 1)(S + 1)] = 2θ(1 − θ)/(S + 1).

At g = 1 this gives x = θ(1 − θ), as the then linear equation requires. The doubly occupied fraction is

θ2 = θ − x = θ[S + 1 − 2(1 − θ)]/(S + 1),

θ2 = θ(S − 1 + 2θ)/(S + 1).

As a test, I summed over all 64 site configurations of three dimers with the π-bond energy, at 780 K and for ε = −0.05, 0, 0.10, 0.25 and 0.60 eV. The largest relative difference in θ2 was 9 × 10⁻¹⁶, which is rounding error.

Q: That is a population, not a rate. Where does the desorption law enter?

A: Through a separate assumption: H₂ leaves from a full dimer, taking both of its atoms, with rate constant k. For N dimers there are 2N sites and 2Nθ atoms. Events occur at the rate kNθ2, and each removes two atoms:

d(2Nθ)/dt = −2kNθ2, so dθ/dt = −kθ2.

The two factors of 2 cancel. Without pairing, g = 1 and S = 1, so θ2 = θ(2θ)/2 = θ² and

dθ/dt = −kθ².

This is your second-order law, at every coverage.

Q: And for strong pairing I suppose you set g to infinity and call it first order. How large is the error?

A: It can be bounded. Since x ≥ 0, we have θ − x ≤ θ and 1 − θ − x ≤ 1 − θ. The equation gx² = (1 − θ − x)(θ − x) then gives

0 ≤ θ − θ2 = x ≤ √[θ(1 − θ)/g].

At fixed coverage the right side vanishes as g → ∞. Then θ2 → θ and

dθ/dt → −kθ.

Relative to θ, the error is at most √[(1 − θ)/(gθ)]. At finite g this bound grows as θ falls, so "strong pairing" is a statement about g and θ together.

Q: Then what is the order in between? An experimenter with finite g will fit some exponent.

A: Define the local order as the logarithmic slope of the rate at fixed temperature,

n = d ln θ2/d ln θ = (θ/θ2)(1 − dx/dθ).

Differentiate the quadratic with respect to θ:

[2(g − 1)x + 1] dx/dθ = 1 − 2θ.

The chosen root satisfies 2(g − 1)x + 1 = S, so dx/dθ = (1 − 2θ)/S and

1 − dx/dθ = (S − 1 + 2θ)/S.

From the formula for θ2, θ/θ2 = (S + 1)/(S − 1 + 2θ). In the product the factor S − 1 + 2θ cancels:

n = (S + 1)/S = 1 + 1/S.

For g = 1, S = 1 and n = 2. For g → ∞ at fixed θ strictly between 0 and 1, S → ∞ and n → 1. For g > 1, S is largest where θ(1 − θ) is largest, at θ = 1/2. There S = √g, and the lowest order is

n(1/2) = 1 + 1/√g.

If sharing is unfavourable, g < 1 and S < 1 for partial coverage, so the order exceeds 2. With g = 1/4 it is 3 at half coverage.

Q: Your formula gives S = 1 at θ = 0 and at θ = 1, so the order returns to 2 however strong the pairing. Is that physical?

A: Yes, at any finite g. Take low coverage with g > 1 and gθ ≪ 1. Expanding the root, S ≈ 1 + 2(g − 1)θ, so S − 1 + 2θ ≈ 2gθ and S + 1 ≈ 2. Hence

θ2 ≈ gθ².

The atoms still prefer to pair, but so many empty dimers are available that entropy separates most of them. Pairing raises the second-order rate constant from k to kg without changing the order. The crossover lies near θ = 1/g. There, for large g, S ≈ √5 and n ≈ 1.45.

Near full coverage the same argument applies to vacancies. Let δ = 1 − θ with gδ ≪ 1. Most vacancies sit on separate dimers, and each spoils one full dimer. There are two sites per dimer, so θ2 ≈ 1 − 2δ, which agrees with θ² to first order in δ. First-order behaviour thus belongs to the middle range, where 4gθ(1 − θ) ≫ 1.

Q: Put in numbers. Does a believable pairing energy produce anything close to first order?

A: Take isothermal desorption at 780 K, where kT = 0.06722 eV, with round values of roughly the real size: ε = 0.25 eV, a desorption barrier Ed = 2.5 eV and a prefactor ν = 10¹⁵ s⁻¹. Then

g = exp(0.25/0.06722) = 41.24,
k = ν exp(−Ed/kT) = 0.0703 s⁻¹.

At θ = 0.2,

S = √(1 + 4 × 40.24 × 0.2 × 0.8) = 5.172,
θ2 = 0.2 × (5.172 − 1 + 0.4)/6.172 = 0.148,
n = 1 + 1/5.172 = 1.19.

Independent placement would give θ2 = 0.04, so pairing raises the rate by a factor of 3.7. Of the 0.2 coverage, 0.148 sits on full dimers and 0.052 on singly occupied ones.

The order is 1.16 at half coverage, 1.34 at θ = 0.05 and 1.62 at θ = 0.01. It is below 1.2 when S > 5, that is, when θ(1 − θ) > 24/(4 × 40.24) = 0.149, or for θ between about 0.18 and 0.82. It never falls to 1.1: that would need √g = 10 at half coverage, or ε = kT ln 100 = 0.31 eV at this temperature.

Q: Exponents close to one can hide a lot. What would the decay look like on a clock?

A: Integrating dθ/dt = −kθ2 gives the time from coverage θa down to θb:

kt = ∫ dθ/θ2, taken from θb to θa.

For g = 1 this is 1/θb − 1/θa, so halving θa takes 1/(kθa), and each halving lasts twice as long as the one before. For strict first order every halving takes ln 2/k = 9.86 s. Starting from θ = 0.8, the successive halving times in seconds are:

No pairing: 17.8, 35.6, 71.1, 142, 285.
ε = 0.25 eV: 11.2, 12.5, 14.3, 17.1, 21.8.

The paired surface follows neither limit strictly, but over the first few halvings it is much nearer to first order. The last step, from 0.05 to 0.025, takes 1.27 times as long as the one before it. At still lower coverage, where θ2 ≈ gθ², the halving time becomes 1/(kgθa) and doubling returns.

Q: All this assumes equilibrium while the surface is losing the very dimers you count. Why should the remaining atoms pair up again in time?

A: They do so if hopping is fast enough. Consider a mean-field model in which an atom on a singly occupied dimer hops at rate h to a randomly chosen site. The chance that this site is the free one of another singly occupied dimer is θ1/2. Full dimers therefore form, per dimer, at the rate hθ1²/2.

In the reverse process an atom leaves a full dimer for an empty one. There are 2θ2 such atoms per dimer, the chance of landing on an empty dimer is θ0, and the hop is slowed by 1/g because pairing is lost. The net pairing flux is

J = h(θ1²/2 − 2θ0θ2/g).

It vanishes when θ0θ2/θ1² = g/4, the equilibrium condition found above. Each pairing event makes one full and one empty dimer from two singly occupied ones, while desorption turns a full dimer into an empty one:

dθ2/dt = −kθ2 + J, dθ0/dt = kθ2 + J.

Since θ = (1 + θ2 − θ0)/2, J cancels in dθ/dt = −kθ2. Hopping affects the coverage only through θ2.

With a rough hop barrier of 1.7 eV and prefactor 10¹³ s⁻¹, h = 104 s⁻¹ at 780 K, or about 1500 times k. Going from θ = 0.8 to 0.05 takes 55.2 s with equilibrium maintained, and finite hopping lengthens this by 0.05 %. If h were equal to k, the time would be 76 s. The random landing site is a simplification: real hops go to nearby sites, and mostly along dimer rows, so the 0.05 % is an estimate for this mean-field model.

The same rate equations test the two limiting laws. For g = 1 and h/k = 10⁴, the computed kt over this range agrees within 1 % with 1/0.05 − 1/0.8 = 18.75. For g = 10⁶ and h/k = 10⁵, it agrees within 1 % with ln 16 = 2.77.

Q: If pairing changes with temperature, an Arrhenius plot should not return Ed. What does it return?

A: Take the slope at fixed coverage. With β = 1/kT, the apparent energy is

Eapp = −∂ ln(kθ2)/∂β = Ed − ∂ ln θ2/∂β.

For constant ε, ln g = εβ, so ∂/∂β = ε ∂/∂ ln g when acting on θ2. Differentiating the quadratic with respect to g at fixed θ gives x² + S ∂x/∂g = 0. Since θ2 = θ − x, ∂θ2/∂g = x²/S, and

∂ ln θ2/∂ ln g = gx²/(Sθ2) = θ0/S,

where the last step uses gx² = θ0θ2. Thus

Eapp = Ed − εθ0/S.

As θ → 0 this tends to Ed − ε: isolated atoms first gain ε by pairing, and raising the temperature makes pairs rarer, which offsets part of the rise in k. As θ → 1, θ0 → 0 and Eapp → Ed. In the example Eapp is 2.35 eV at θ = 0.01, 2.46 eV at 0.2 and 2.48 eV at 0.5.

Q: You set q1 = q2 = 1. A singly occupied dimer has an unpaired electron. Does its spin matter?

A: It does if ε is read as a bare energy. The unpaired electron has two spin states, so q1 doubles and g falls by a factor of 4, provided the empty dimer stays in its singlet state. At θ = 0.2 this lowers θ2 from 0.148 to 0.112 and raises the order from 1.19 to 1.38. If the empty dimer also has two equivalent buckled forms, q0 doubles and the net change is g/2. Then θ2 = 0.132 and n = 1.27.

In the example, therefore, 0.25 eV is best understood as a pairing free energy at 780 K. The formulas for θ2 and n hold for any g. The formula for Eapp also survives a constant factor in g, with ε then the energy alone, because such a factor drops out of the temperature derivative of ln g. The values of Eapp quoted above take all of the 0.25 eV as energy, with no such factor.

Q: Suppose an experiment finds nearly first-order decay. Have you then proved that both atoms come from one dimer?

A: No. The order depends on the desorption route as well as on pairing. Suppose instead that the route needs two adjacent full dimers. Without interaction between dimers, the chance of finding them is θ2², so the order is

d ln(θ2²)/d ln θ = 2n = 2 + 2/S.

Strong pairing then leads to second order, not first. In the example this order is 2.39 at θ = 0.2 and 2.31 at θ = 0.5.

An attraction between neighbouring full dimers in a row changes these values. Suppose first that it alters only the populations and leaves the rate constant unchanged. A trial strength of 0.03 eV then gives 2.26 and 2.07, and for the single-dimer route it matters little: the order goes from 1.193 to 1.202 at θ = 0.2 and from 1.156 to 1.151 at θ = 0.5, while θ2 rises by about 2 to 3 %. If instead the attraction is lost in the transition state, each full neighbour raises the barrier by 0.03 eV. The single-dimer order then falls to 1.03 at θ = 0.2 and 0.74 at θ = 0.5, and the two-neighbour order to 2.09 and 1.66.

A stronger attraction gathers the full dimers into runs and brings the two-neighbour route toward first order: with the rate constant unchanged, 0.2 eV gives 1.30 at half coverage. With 0.1 eV lost in the transition state, its order passes through one between θ = 0.2 and θ = 0.5. An order near one can thus also come from a route that uses two dimers.

Q: How does the model stand beside a real wafer?

A: Desorption of the monohydride from silicon (100) is studied at roughly 700 to 800 K and is found to be close to first order. A barrier near 2.5 eV and a pairing energy of a few tenths of an eV are of the right rough size. With a lattice constant of 0.543 nm, each dimer occupies the square of that length, which gives 3.39 × 10¹⁴ dimers per cm². The model flux at half coverage is

kθ2 × 3.39 × 10¹⁴ cm⁻² = 0.0703 × 0.433 × 3.39 × 10¹⁴ ≈ 1.0 × 10¹³ H₂ molecules per cm² per second.

The least secure assumption is the single-dimer route, because routes that take atoms from adjacent dimers are serious candidates on the real surface. Replacing it by the route through two full neighbours moves the order at half coverage from 1.16 to 2.31 without interaction between dimers; an attraction between neighbours lowers this value, to 2.07 or 1.66 for 0.03 eV depending on whether the transition state keeps the attraction, and further for stronger attraction. Other routes would need their own count of configurations. Steps, higher hydrides and readsorption are also left out, and their effect is not estimated here. The remaining values are in the numerical output.

Q: So what may I conclude from a measured order near one?

A: If the single-dimer route, independent dimers with a rate constant unaffected by neighbours, and equilibrium among the sites are granted, that at the coverages measured most hydrogen sits on full dimers. The order near one does not prove either assumption. In particular, it does not prove fast hopping. Without any hopping, x = θ1/2 would keep its initial value, the rate would be k(θ − x), and the order would be θ/(θ − x). That too is close to one as long as x is much smaller than θ. Following the decay to lower coverage is a stronger test, but a rise in the order is not enough by itself. Without hopping the order also rises, as θ/(θ − x) with x fixed, and it exceeds 2 once θ < 2x. With equilibrium maintained at fixed temperature and g > 1, it should instead follow 1 + 1/S with the same g at every coverage, and never exceed 2. If the single-dimer route is granted and the whole curve fits in this way, the fit gives g.

Computed results

```
temperature 780 K, kT = 0.06722 eV
pairing energy 0.25 eV, pairing factor g = 41.24
desorption barrier 2.50 eV, prefactor 1.0e+15 1/s
desorption rate constant k = 0.0703 1/s
minimum order, at half coverage = 1.1557
coverage: theta2, theta1, theta0, S, order, apparent energy (eV)
0.01: 0.00242, 0.01517, 0.98242, 1.6104, 1.6210, 2.3475
0.05: 0.02589, 0.04822, 0.92589, 2.9403, 1.3401, 2.4213
0.10: 0.06353, 0.07294, 0.86353, 3.9353, 1.2541, 2.4451
0.20: 0.14816, 0.10369, 0.74816, 5.1724, 1.1933, 2.4638
0.50: 0.43263, 0.13474, 0.43263, 6.4218, 1.1557, 2.4832
0.80: 0.74816, 0.10369, 0.14816, 5.1724, 1.1933, 2.4928
0.95: 0.92589, 0.04822, 0.02589, 2.9403, 1.3401, 2.4978
0.99: 0.98242, 0.01517, 0.00242, 1.6104, 1.6210, 2.4996
lattice constant 0.543 nm, dimers 3.392e+14 1/cm2
H2 flux at coverage 0.5 = 1.031e+13 1/(cm2 s)
halving times (s): no pairing, example, strict first order
0.800 to 0.400: 17.78, 11.18, 9.86
0.400 to 0.200: 35.57, 12.52, 9.86
0.200 to 0.100: 71.14, 14.34, 9.86
0.100 to 0.050: 142.28, 17.14, 9.86
0.050 to 0.025: 284.55, 21.76, 9.86
hop barrier 1.70 eV, prefactor 1.0e+13 1/s
hop rate h = 103.7 1/s, h/k = 1476
time 0.8 to 0.05, equilibrium kept = 55.176 s
same with finite hopping = 55.203 s (0.05 % longer)
same if h were equal to k = 75.91 s
changed weights at coverage 0.2: g, theta2, order
as in example: 41.24, 0.1482, 1.1933
spin only, g/4: 10.31, 0.1120, 1.3791
spin and two buckled forms, g/2: 20.62, 0.1317, 1.2716
neighbour attraction w = 0.030 eV; coverage, w (eV): theta2,
  order of single-dimer route, order of two-full-neighbours route
0.2, 0.000: 0.1482, 1.1933, 2.3867
0.2, 0.030: 0.1514, 1.2020, 2.2606
0.5, 0.000: 0.4326, 1.1557, 2.3114
0.5, 0.030: 0.4435, 1.1506, 2.0731
largest relative error of theta2 in site sums = 8.9e-16
largest error of order in site sums = 2.5e-09
largest error of apparent energy = 1.3e-08 eV
```
